# Compressibility sum rule and local field factor of the electron gas: a numerical check

```python
"""Compressibility sum rule of the uniform electron gas (Hartree atomic units).

Result under test, for static response and q -> 0:
    epsilon(q,0) -> 1 + (kTF^2/q^2) * kappa/kappa0
    G+(q,0)      -> -(q^2/(4 pi)) * d^2(n exc)/dn^2
n: density, rs: density parameter, kF: Fermi wave number, kTF^2 = 4 kF/pi,
exc: exchange-correlation energy per electron, kappa: compressibility,
kappa0: its free-gas value, G+: density local field factor, N0 = kF/pi^2.
gamma is defined by G+ = gamma q^2/kF^2 at small q.
Correlation: Perdew-Wang 1992 parametrization, unpolarized.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq
from pyscf.dft import libxc

pi = np.pi

# Energy functions of the density, with symbolic derivatives
n_sym = sp.symbols("n", positive=True)
rs_sym = (3 / (4 * sp.pi * n_sym)) ** sp.Rational(1, 3)
root = sp.sqrt(rs_sym)
A_pw = 0.031091
series = 7.5957 * root + 3.5876 * root**2 + 1.6382 * root**3 + 0.49294 * root**4
ec_sym = -2 * A_pw * (1 + 0.21370 * rs_sym) * sp.log(1 + 1 / (2 * A_pw * series))
ex_sym = -sp.Rational(3, 4) * (3 * n_sym / sp.pi) ** sp.Rational(1, 3)
exc_sym = ex_sym + ec_sym
kin_sym = sp.Rational(3, 10) * (3 * sp.pi**2 * n_sym) ** sp.Rational(2, 3)
e_total = sp.lambdify(n_sym, kin_sym + exc_sym, "numpy")
e_corr = sp.lambdify(n_sym, ec_sym, "numpy")
v_xc = sp.lambdify(n_sym, sp.diff(n_sym * exc_sym, n_sym), "numpy")
f_xc = sp.lambdify(n_sym, sp.diff(n_sym * exc_sym, n_sym, 2), "numpy")
f_x = sp.lambdify(n_sym, sp.diff(n_sym * ex_sym, n_sym, 2), "numpy")


def density(rs):
    return 3 / (4 * pi * rs**3)


def fermi(rs):
    return (9 * pi / 4) ** (1 / 3) / rs


def gamma_plus(rs):
    return -fermi(rs) ** 2 * f_xc(density(rs)) / (4 * pi)


def inverse_kappa_ratio(rs):
    """kappa0/kappa from the coefficient of G+."""
    kf = fermi(rs)
    return 1 - gamma_plus(rs) * (4 * kf / pi) / kf**2


def bulk_modulus_from_volume(rs):
    """V d^2E/dV^2 for one electron in volume V, by finite differences."""
    volume = 1 / density(rs)
    h = 1e-3 * volume
    energy = [e_total(1 / (volume + j * h)) for j in (-1, 0, 1)]
    return volume * (energy[0] - 2 * energy[1] + energy[2]) / h**2


def lindhard_shape(q_over_kf):
    """Static free response divided by -N0."""
    x = q_over_kf / 2
    return 0.5 + (1 - x**2) / (4 * x) * np.log(abs((1 + x) / (1 - x)))


def kohn_sham_response(rs, q_over_kf, n_k=200, n_grid=64):
    """Impose a weak cosine Kohn-Sham potential, build the density from
    Bloch states, and reconstruct the external potential.
    Returns epsilon and the free response divided by -N0."""
    kf = fermi(rs)
    n0 = density(rs)
    q = q_over_kf * kf
    amplitude = 0.01 * kf**2 / 2
    m_max = int(np.ceil(1 / q_over_kf)) + 5
    m = np.arange(-m_max, m_max + 1)
    k = q * ((np.arange(n_k) + 0.5) / n_k - 0.5)
    ham = np.zeros((n_k, m.size, m.size))
    i = np.arange(m.size)
    ham[:, i, i] = 0.5 * (k[:, None] + m * q) ** 2
    ham[:, i[:-1], i[1:]] = amplitude / 2
    ham[:, i[1:], i[:-1]] = amplitude / 2
    energy, coeff = np.linalg.eigh(ham)
    # Transverse motion is free: (mu-energy)/pi states per area, with spin
    prefactor = q / n_k / (2 * pi) / pi

    def excess(mu):
        return prefactor * np.maximum(mu - energy, 0).sum() - n0

    mu = brentq(excess, 0.3 * kf**2, 0.7 * kf**2, xtol=1e-14)
    weight = prefactor * np.maximum(mu - energy, 0)
    phase = 2 * pi * np.arange(n_grid) / n_grid
    waves = np.exp(1j * np.outer(phase, m))
    orbitals = np.matmul(waves, coeff)
    n_x = np.einsum("kb,kxb->x", weight, np.abs(orbitals) ** 2)
    cosine = np.cos(phase)
    n_1 = 2 * np.mean(n_x * cosine)
    hartree = 4 * pi * n_1 / q**2
    xc = 2 * np.mean(v_xc(n_x) * cosine)
    external = amplitude - hartree - xc
    return external / (external + hartree), -n_1 / amplitude / (kf / pi**2)


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def first_order_exchange(q, n_k=30, n_x=40, n_u=14):
    """First-order (self-energy plus vertex) proper response, kF = 1.
    z, p: momentum components along q; s, t: squared transverse momenta."""
    z1, w1 = gauss(0, 1 - q / 2, n_k)
    z2, w2 = gauss(1 - q / 2, 1 + q / 2, n_k // 2)
    y, wy = gauss(0, 1, n_x)
    ratio, w_ratio = 1 - y**2, 2 * y * wy
    u, wu = gauss(0, 1, n_u)

    def annulus(z):
        low = np.maximum(0, 1 - (z + q / 2) ** 2)
        high = np.maximum(0, 1 - (z - q / 2) ** 2)
        return low, high - low

    total = 0.0
    for z, wz in zip(np.r_[z1, z2], np.r_[w1, w2]):
        p = z * ratio[:, None, None]
        low_z, width_z = annulus(z)
        low_p, width_p = annulus(p)
        s = low_z + width_z * u[None, :, None]
        t = low_p + width_p * u[None, None, :]

        def kernel(d):
            return d**2 / np.sqrt((d**2 + s - t) ** 2 + 4 * t * d**2)

        value = (kernel(z - p) - kernel(z + p)) * width_z * width_p
        value = value / (z**2 * p**2)
        total += 2 * wz * z * np.einsum("xuv,x,u,v->", value, w_ratio, wu, wu)
    return 4 * pi / (2 * pi) ** 6 * 2 * pi**2 / q**2 * total


# Correlation energy agrees with an independent library implementation
check_n = np.array([density(r) for r in (1.0, 2.0, 5.0, 8.0)])
library_ec = libxc.eval_xc(",LDA_C_PW", check_n, spin=0, deriv=1)[0]
assert np.allclose(e_corr(check_n), library_ec, atol=2e-6)

# Compressibility from E(V) against the value inferred from G+
for rs in (1.0, 2.0, 4.0, 8.0):
    free_modulus = density(rs) ** 2 * pi**2 / fermi(rs)
    ratio_volume = bulk_modulus_from_volume(rs) / free_modulus
    assert abs(ratio_volume - inverse_kappa_ratio(rs)) < 1e-4

rs = 2.0
kf, n0 = fermi(rs), density(rs)
ktf2 = 4 * kf / pi
modulus = bulk_modulus_from_volume(rs)
hartree_J = constants.physical_constants["Hartree energy"][0]
bohr_m = constants.physical_constants["Bohr radius"][0]
to_gpa = hartree_J / bohr_m**3 / 1e9
print(f"rs = {rs:.1f} bohr, n = {n0:.6f} bohr^-3")
print(f"kF = {kf:.5f} bohr^-1, kTF^2 = {ktf2:.5f} bohr^-2")
print(f"N0 = {kf / pi**2:.6f} Ha^-1 bohr^-3")
print(f"d2(n exc)/dn2 = {f_xc(n0):.5f} Ha bohr^3")
print(f"exchange part = {f_x(n0):.5f} Ha bohr^3")
print(f"correlation part = {f_xc(n0) - f_x(n0):.5f} Ha bohr^3")
print(f"gamma (G+ = gamma q^2/kF^2) = {gamma_plus(rs):.5f}")
print(f"kappa0/kappa = {inverse_kappa_ratio(rs):.5f}")
print(f"kappa/kappa0 = {1 / inverse_kappa_ratio(rs):.5f}")
print(f"1/kappa = {modulus:.6f} Ha bohr^-3 = {modulus * to_gpa:.3f} GPa")
print(f"1/kappa0 = {n0**2 * pi**2 / kf:.6f} Ha bohr^-3")
limit_w = 4 * pi / ktf2 * inverse_kappa_ratio(rs)
print(f"limit of v/epsilon at q -> 0 = {limit_w:.4f} Ha bohr^3")

print("Density table: rs (bohr), gamma, kappa0/kappa")
for r in (1.0, 2.0, 3.0, 4.0, 5.0, 6.0, 8.0):
    print(f"  {r:.1f}  {gamma_plus(r):.5f}  {inverse_kappa_ratio(r):.5f}")
rs_zero = brentq(inverse_kappa_ratio, 3, 8)
print(f"1/kappa changes sign at rs = {rs_zero:.3f} bohr")

print("Bloch-state test: rs, q/kF, epsilon, (epsilon-1)q^2/kTF^2, kappa/kappa0")
for r in (2.0, 8.0):
    k_f = fermi(r)
    k_tf2 = 4 * k_f / pi
    target = 1 / inverse_kappa_ratio(r)
    errors = []
    for q_rel in (0.4, 0.2):
        eps, free = kohn_sham_response(r, q_rel)
        q2 = (q_rel * k_f) ** 2
        scaled = (eps - 1) * q2 / k_tf2
        errors.append(abs(scaled / target - 1))
        assert abs(free / lindhard_shape(q_rel) - 1) < 5e-3
        v_pi0 = -k_tf2 / q2 * lindhard_shape(q_rel)
        eps_g = 1 - v_pi0 / (1 + gamma_plus(r) * q_rel**2 * v_pi0)
        assert abs(eps / eps_g - 1) < 1e-2
        print(f"  {r:.1f} {q_rel:.1f} {eps:.4f} {scaled:.5f} {target:.5f}")
    assert errors[1] < 0.02 and errors[1] < errors[0] / 2.5
    assert (eps < 0) == (target < 0)

q_rel = 0.2
sum_rule_eps = 1 + ktf2 / (q_rel * kf) ** 2 / inverse_kappa_ratio(rs)
rpa_eps = 1 + ktf2 / (q_rel * kf) ** 2 * lindhard_shape(q_rel)
print(f"rs = 2, q = 0.2 kF: sum-rule epsilon = {sum_rule_eps:.4f}")
print(f"rs = 2, q = 0.2 kF: RPA epsilon = {rpa_eps:.4f}")

print("Exchange test: q/kF, Pi1*pi^3, Gx/(q^2/(4 kF^2))")
deviations = []
for q_rel in (0.8, 0.4, 0.2):
    pi1 = first_order_exchange(q_rel)
    pi0 = -lindhard_shape(q_rel) / pi**2
    # Local second derivative of the exchange energy at kF = 1
    local_fx = f_x(1 / (3 * pi**2))
    g_ratio = pi1 / pi0**2 / local_fx
    deviations.append(abs(g_ratio - 1))
    print(f"  {q_rel:.1f}  {pi1 * pi**3:.5f}  {g_ratio:.5f}")
finer = first_order_exchange(0.2, n_k=40, n_x=54, n_u=20)
print(f"Quadrature change at q = 0.2 kF: {abs(finer / pi1 - 1):.1e} (relative)")
assert abs(finer / pi1 - 1) < 2e-3
assert deviations[2] < 0.01
assert deviations[2] < deviations[1] / 2.5 < deviations[0] / 5
print("all tests passed")
```

It prints:

```
rs = 2.0 bohr, n = 0.029842 bohr^-3
kF = 0.95958 bohr^-1, kTF^2 = 1.22177 bohr^-2
N0 = 0.097226 Ha^-1 bohr^-3
d2(n exc)/dn2 = -3.65389 Ha bohr^3
exchange part = -3.41184 Ha bohr^3
correlation part = -0.24205 Ha bohr^3
gamma (G+ = gamma q^2/kF^2) = 0.26774
kappa0/kappa = 0.64475
kappa/kappa0 = 1.55099
1/kappa = 0.005905 Ha bohr^-3 = 173.744 GPa
1/kappa0 = 0.009159 Ha bohr^-3
limit of v/epsilon at q -> 0 = 6.6315 Ha bohr^3
Density table: rs (bohr), gamma, kappa0/kappa
  1.0  0.25996  0.82754
  2.0  0.26774  0.64475
  3.0  0.27447  0.45372
  4.0  0.28046  0.25572
  5.0  0.28586  0.05174
  6.0  0.29077  -0.15744
  8.0  0.29936  -0.58885
1/kappa changes sign at rs = 5.250 bohr
Bloch-state test: rs, q/kF, epsilon, (epsilon-1)q^2/kTF^2, kappa/kappa0
  2.0 0.4 13.5961 1.51889 1.55099
  2.0 0.2 52.1832 1.54297 1.55099
  8.0 0.4 -56.6640 -1.73834 -1.69821
  8.0 0.2 -225.6081 -1.70784 -1.69821
rs = 2, q = 0.2 kF: sum-rule epsilon = 52.4493
rs = 2, q = 0.2 kF: RPA epsilon = 34.0610
Exchange test: q/kF, Pi1*pi^3, Gx/(q^2/(4 kF^2))
  0.8  -0.98025  1.09807
  0.4  -0.99545  1.02276
  0.2  -0.99888  1.00559
Quadrature change at q = 0.2 kF: 4.7e-07 (relative)
all tests passed
```
